# Free positive-energy projector kernel and the impossibility of strict localization, part 2

Can a positive-energy state of a free Dirac particle of mass \( m > 0 \) be confined to a bounded region? The claim to be proved is this: suppose \( \Lambda_+\psi = \psi \), and suppose \( e^{b|\mathbf x|}\psi \) is square integrable for some \( b > m \). Then \( \psi = 0 \). A square-integrable state that vanishes outside a bounded region meets the second condition for every \( b \).

With \( \hbar = c = 1 \) and \( \mathbf p = -i\nabla \),

\[ H = \boldsymbol\alpha\cdot\mathbf p + \beta m , \qquad E = \sqrt{p^2+m^2} , \qquad \Lambda_\pm = \tfrac12\left( 1 \pm \frac{H}{E} \right) , \]

\[ \alpha_i\alpha_j + \alpha_j\alpha_i = 2\delta_{ij} , \qquad \alpha_i\beta + \beta\alpha_i = 0 , \qquad \beta^2 = 1 . \]

The Fourier convention is \( \hat\psi(\mathbf p) = \int d^3x\, e^{-i\mathbf p\cdot\mathbf x}\, \psi(\mathbf x) \).

In position space \( 1/E \) is convolution with a superposition of Yukawa functions,

\[ G(r) = \frac2\pi \int_0^\infty d\kappa\, \frac{e^{-\mu r}}{4\pi r} , \qquad \mu = \sqrt{m^2+\kappa^2} . \]

The projector has the kernel

\[ \Lambda_+(\mathbf r) = \tfrac12\,\delta^3(\mathbf r) + \frac{m^2}{4\pi^2 r}\left[ \beta K_1(mr) + i\boldsymbol\alpha\cdot\hat{\mathbf r}\, K_2(mr) \right] , \]

where \( \hat{\mathbf r} = \mathbf r/r \), the \( K_\nu \) are modified Bessel functions, and the \( K_2 \) term is a principal value. It was checked numerically on a Gaussian times a constant spinor.

Take a state with upper part \( f(r)\chi \), \( \chi \) a constant spin-up spinor, and lower part zero. With \( w = (1/E)f \), its normalized projection has density \( \tfrac14[(f+mw)^2+w'^2]/P_+ \), where \( P_+ \) is the positive-energy weight. For a source point at radius \( s \), changing variable from the angle to the distance \( t \) between source and field points gives

\[ w(r) = \frac{1}{\pi r}\int_0^\infty ds\, s f(s)\left[ K_0(m|r-s|) - K_0(m(r+s)) \right] . \]

The example uses the length unit \( L = 1/m \), so \( m = 1 \). Its profile is \( f = N(1-r^2)^2 \) for \( r < 1 \) and zero beyond, with \( N = 1.4677\,L^{-3/2} \) and \( P_+ = 0.67661 \). After projection and normalization, the probability outside the unit ball is 0.0317.

Q: What does fast decay in space have to do with the sign of the energy?

A: Fast decay makes the Fourier transform analytic, and \( E \) is not analytic at \( p = im \). Fix a unit vector \( \mathbf n \) and follow the transform along the line \( \mathbf p = z\mathbf n \):

\[ F(z) = \hat\psi(z\mathbf n) = \int d^3x\, e^{-iz\,\mathbf n\cdot\mathbf x}\, \psi(\mathbf x) . \]

For complex \( z \) with \( |\mathrm{Im}\, z| \le b' < b \), the exponential is at most \( e^{b'|\mathbf x|} \) in magnitude. By the Cauchy–Schwarz inequality,

\[ \int d^3x\, e^{b'|\mathbf x|}|\psi| \le \left( \int d^3x\, e^{-2(b-b')|\mathbf x|} \right)^{1/2} \left( \int d^3x\, e^{2b|\mathbf x|}|\psi|^2 \right)^{1/2} < \infty . \]

The integral for \( F \) converges absolutely. So does its derivative with respect to \( z \), since the extra factor \( |\mathbf x| \) is absorbed by a slightly larger \( b' \). Each component of \( F \) is thus analytic in the strip \( |\mathrm{Im}\, z| < b \). Because \( b > m \), the point \( z = im \) lies inside.

Q: And the positive-energy condition?

A: \( \Lambda_+\psi = \psi \) means \( H\hat\psi = E\hat\psi \). Both sides are continuous in \( \mathbf p \), so this holds at every real momentum and on every line. For real \( z \),

\[ ( z\,\boldsymbol\alpha\cdot\mathbf n + \beta m )\, F(z) = \sqrt{z^2+m^2}\; F(z) . \]

Call one component of \( F \) on the right \( f_j(z) \), and the same component of the whole left side \( g_j(z) \). The latter is a combination of components of \( F \) with coefficients linear in \( z \), hence also analytic in the strip. Squaring gives

\[ g_j(z)^2 = (z^2+m^2)\, f_j(z)^2 . \]

The square root is gone, both sides are analytic, and they agree on the real axis. They therefore agree throughout the strip.

Now count zeros at \( z = im \). The factor \( z^2+m^2 = (z-im)(z+im) \) has a simple zero there. If \( f_j \) is not identically zero, it has a zero of some finite order \( k \ge 0 \), and the right side has a zero of order \( 2k+1 \). The left side is a square, so its order is even. An odd number would have to equal an even one, so \( f_j \) is identically zero. This holds for every component and every direction \( \mathbf n \). Then \( \hat\psi = 0 \), and \( \psi = 0 \).

Q: Suppose \( \hat\psi \) happens to vanish at \( im \). Doesn't that cancel the branch point?

A: It raises the order by an even number, because \( f_j \) enters squared. The order can be measured by the number of turns that the phase of \( (z^2+m^2)\hat f(z)^2 \) makes on a small circle around \( im \). For the example profile the count is 1. For a second profile, \( (1-r^2)^2 \) minus a multiple of \( (1-r^2)^3 \) chosen so that \( \hat f(im) = 0 \), it is 3. Both counts were tested.

Q: By squaring you lost the sign of the energy. Is the argument really about positive energy?

A: It is about having one sign for all momenta. With \( -E \) in place of \( E \) the squared equation is the same, so negative-energy states cannot be confined either. A confined state must contain both signs. It follows that \( \Lambda_+\phi \ne 0 \) for every nonzero \( \phi \) of bounded support: otherwise \( \phi \) would be a confined negative-energy state.

There is also a physical reading. Take a positive-energy state and cut off everything outside a ball. Whatever nonzero piece is left inside has bounded support, so it contains negative-energy components. A sharp position measurement, described by multiplication with the indicator function of the ball, leads out of the positive-energy space.

Q: Does the mass matter? For \( m = 0 \) there is no square-root branch point at \( im \).

A: The zero count fails, but the conclusion for bounded regions survives. For \( m = 0 \), \( E = |z| \) on the real line. For \( z > 0 \) one has \( g_j = zf_j \), and analyticity extends this to all \( z \) in the strip. For \( z < 0 \) the condition reads \( g_j = -zf_j \). Both can hold only if \( f_j = 0 \). Any \( b > 0 \) is then enough.

Q: Back to \( m > 0 \). Is the threshold \( b = m \) real, or just what your method can reach?

A: It is real, and the tail of a projected state shows it. Let \( f(r) \) vanish for \( r > a \), and take a field point with \( r > a \). The change of variable from angle to distance, applied to one Yukawa function, gives

\[ \frac{2\pi}{r}\int_0^a ds\, s f(s) \int_{r-s}^{r+s} \frac{e^{-\mu t}}{4\pi}\, dt = \frac{1}{2\mu r}\int_0^a ds\, s f(s)\left[ e^{-\mu(r-s)} - e^{-\mu(r+s)} \right] = \frac{e^{-\mu r}}{\mu r} \int_0^a ds\, s f(s)\sinh\mu s . \]

The transform of a radial function is \( \hat f(p) = 4\pi\int_0^a ds\, s^2 f(s)\sin(ps)/(ps) \). At \( p = i\mu \) the ratio \( \sin(ps)/(ps) \) becomes \( \sinh(\mu s)/(\mu s) \), so the last expression is \( e^{-\mu r}\hat f(i\mu)/(4\pi r) \). Integrating over \( \kappa \) with the factor \( 2/\pi \),

\[ w(r) = \frac{1}{2\pi^2 r}\int_0^\infty d\kappa\, e^{-\mu r}\, \hat f(i\mu) , \qquad r > a . \]

The values \( p = i\mu \) with \( \mu \ge m \) run along the branch cut of \( E \), starting at \( im \). The tail is made of the cut.

Q: Then its leading behaviour should come from the start of the cut.

A: It does. For large \( r \) only small \( \kappa \) counts, and there \( \mu \approx m+\kappa^2/(2m) \). The Gaussian integral is \( \int_0^\infty e^{-\kappa^2r/2m}\, d\kappa = \sqrt{\pi m/(2r)} \), and

\[ w(r) \to \frac{\hat f(im)\, e^{-mr}}{2\pi^2 r}\sqrt{\frac{\pi m}{2r}} = \hat f(im)\, \frac{\sqrt m\; e^{-mr}}{(2\pi r)^{3/2}} . \]

For nonnegative \( f \) the factor \( \hat f(im) \) is positive. To leading order \( w' = -mw \), so the density falls as \( e^{-2mr}/r^3 \). Multiplied by \( e^{2br} \) and by the volume factor \( r^2 \), it is integrable at infinity for every \( b < m \). A threshold below \( m \) would therefore be false. At \( b = m \) the integrand goes as \( 1/r \), and the integral diverges for this state. The theorem makes no claim about \( b = m \), and it cannot be extended there. For the second profile \( \hat f(i\mu) \) starts at order \( \kappa^2 \), which costs one more power of \( 1/r \) in \( w \). The integrand at \( b = m \) then goes as \( 1/r^3 \), and the integral converges.

Q: Do the numbers follow this law?

A: At \( r = 2\,L \), the cut integral and the formula with \( K_0 \) both give \( w = 5.5495\times10^{-3}\,L^{-1/2} \), an agreement that was tested. The ratio of \( w \) to the exponential law is 1.087 at \( 5\,L \), 1.043 at \( 10\,L \), 1.0107 at \( 40\,L \) and 1.0054 at \( 80\,L \). The excess halves from 40 to \( 80\,L \). That is expected, because \( \kappa^2 \) is of order \( m/r \) in the Gaussian, and the first neglected terms are of relative order \( 1/r \).

The density at \( 10\,L \) can be followed by hand. With \( \hat f(im) = 1.4851\,L^{3/2} \), the law gives

\[ 1.4851 \times \frac{e^{-10}}{(20\pi)^{3/2}} = 1.354\times10^{-7} , \qquad w = 1.043 \times 1.354\times10^{-7} = 1.412\times10^{-7}\,L^{-1/2} . \]

Differentiating \( e^{-r}r^{-3/2} \) gives \( |w'| \approx (1+1.5/r)\,w = 1.15\,w \). Hence the density is about

\[ \frac{w^2(1+1.15^2)}{4\times0.6766} = 1.71\times10^{-14}\,L^{-3} , \]

against \( 1.72\times10^{-14} \) from the full calculation.

Q: Then a positive-energy electron has a minimum size of about one Compton wavelength.

A: That does not follow. The theorem forbids an outside probability of zero. It gives no positive lower limit common to all states, and there is none. Take a normalized \( f \) confined to a ball and give it a large mean momentum \( \mathbf k \):

\[ \phi_k = f(r)\, e^{i\mathbf k\cdot\mathbf x}\, u , \qquad H(\mathbf k)u = E_k u , \qquad u^\dagger u = 1 . \]

The constant spinor \( u \) suits the momentum \( \mathbf k \), while the packet contains \( \mathbf p = \mathbf k+\mathbf q \) with weight \( |\hat f(\mathbf q)|^2 \). The mismatch produces the negative-energy weight. To find it, use \( H\alpha_i+\alpha_iH = 2k_i \) and \( H\beta+\beta H = 2m \) at momentum \( \mathbf k \), which follow from the matrix rules. Expectation values in \( u \) give \( 2E_k\langle\alpha_i\rangle = 2k_i \) and \( 2E_k\langle\beta\rangle = 2m \). Hence

\[ u^\dagger\Lambda_-(\mathbf p)\,u = \tfrac12(1-C) , \qquad C = \frac{\mathbf p\cdot\mathbf k+m^2}{E_pE_k} . \]

The negative-energy weight \( \varepsilon_k = \|\Lambda_-\phi_k\|^2 \) is the average of \( \tfrac12(1-C) \) over \( \mathbf q \).

Q: How fast does it fall?

A: Expanding the products gives

\[ E_p^2E_k^2 - (\mathbf p\cdot\mathbf k+m^2)^2 = p^2k^2-(\mathbf p\cdot\mathbf k)^2 + m^2(\mathbf p-\mathbf k)^2 = |\mathbf q\times\mathbf k|^2 + m^2q^2 . \]

Dividing by \( E_p^2E_k^2 \) turns the left side into \( 1-C^2 \). For fixed \( \mathbf q \) and large \( k \), this is \( q_\perp^2/k^2 \) to leading order, with \( q_\perp \) the part of \( \mathbf q \) perpendicular to \( \mathbf k \). Since \( 1-C = (1-C^2)/(1+C) \) and \( C \to 1 \), \( \tfrac12(1-C) \to q_\perp^2/(4k^2) \).

The limit may be taken inside the average. If \( q < k/2 \), then \( C > 0 \) and \( E_p > k/2 \), so \( \tfrac12(1-C) \le \tfrac12(1-C^2) \le q^2/(2E_p^2) \le 2q^2/k^2 \). If \( q \ge k/2 \), then \( \tfrac12(1-C) \le 1 \le 4q^2/k^2 \). So \( k^2 \) times the integrand never exceeds \( 4q^2 \), whose average is finite when \( \langle q^2\rangle = \int|\nabla f|^2d^3x \) is finite. For a radial profile \( \langle q_\perp^2\rangle = \tfrac23\langle q^2\rangle \), and

\[ \varepsilon_k \to \frac{\langle q^2\rangle}{6k^2} . \]

Q: That is the negative-energy weight of a confined state. I asked about the size of a positive-energy state.

A: Project and normalize: \( \psi_k = \Lambda_+\phi_k/\|\Lambda_+\phi_k\| \). Its overlap with \( \phi_k \) is \( \|\Lambda_+\phi_k\| \). Since \( \phi_k \) is normalized and lives inside the ball, this overlap cannot exceed the norm of the part of \( \psi_k \) inside. The inside probability is then at least \( \|\Lambda_+\phi_k\|^2 = 1-\varepsilon_k \), and the outside probability at most \( \varepsilon_k \).

For the example profile, \( \langle q^2\rangle = 11.0\,L^{-2} \). The values of \( \varepsilon_k \) at \( k = 0 \), 1, 10 and \( 100\,L^{-1} \) are 0.323, 0.290, 0.0182 and \( 1.833\times10^{-4} \). The limiting law gives \( 11/(6\times100^2) = 1.833\times10^{-4} \) for the last. These are upper bounds on the outside probability. At \( k = 0 \) the actual value, 0.0317, is ten times smaller than the bound. The same construction works in a ball of any radius: the bound \( \varepsilon_k \le 4\langle q^2\rangle/k^2 \) is small once the momentum is large compared with the inverse radius. The limiting law \( \langle q^2\rangle/(6k^2) \) needs \( k \gg m \) as well. A ball much wider than \( L \) needs no boost, since at \( k = 0 \) the weight \( \tfrac12(1-m/E) \approx q^2/(4m^2) \) is already small.

Q: What exactly has been shown, and where does it stop?

A: "Localized" referred to the density \( \psi^\dagger\psi \) as a function of the Dirac coordinate \( \mathbf x \); another choice of position operator asks a different question. The theorem also does not say that every positive-energy state is nonzero at each outside point, only that it cannot vanish at all of them. It holds at every instant of free motion, since the free evolution keeps a positive-energy state in its subspace.

The projector is the free one. If electrons are restricted to positive energies by \( \Lambda_+V\Lambda_+ \), even a local potential \( V \) becomes an operator that links different points, through the kernel on either side of it. If the projector is instead built from the Hamiltonian in an external potential, it is in general no longer a matrix function of \( \mathbf p \) alone, and the zero count given here does not apply. The remaining values are in the numerical output.

## Computed results

```
Length unit L = reduced Compton wavelength, m = 1
L for the electron: 386.159 fm
Kernel coefficients of beta and i alpha.rhat (L^-3):
  r = 0.1 L: 2.49601e+00  5.05349e+01
  r = 1.0 L: 1.52465e-02  4.11577e-02
  r = 5.0 L: 2.04903e-05  2.68954e-05
Gaussian test: width 0.6 L, point [ 0.5 -0.4  0.7] L
  largest kernel-test difference: 2.6e-12
Confined profile: radius 1 L, N = 1.46771 L^-3/2
Positive-energy weight: 0.67661
Negative-energy weight: 0.32339
Normalized projected state:
  probability inside ball (momentum route): 0.968328
  probability outside ball (Bessel route): 0.031672
  sum minus 1: -2.2e-09
  density at r =  1.5 L: 5.0022e-04 L^-3
  density at r =  2.0 L: 5.0618e-05 L^-3
  density at r =  3.0 L: 1.3456e-06 L^-3
  density at r =  5.0 L: 3.8511e-09 L^-3
  density at r = 10.0 L: 1.7181e-14 L^-3
  probability beyond 2 L = 772.3 fm: 8.7726e-04
  probability beyond 3 L = 1158.5 fm: 6.0533e-05
  probability beyond 5 L = 1930.8 fm: 5.3356e-07
w at 2 L, cut integral:       5.54953814e-03 L^-3/2
w at 2 L, Bessel convolution: 5.54953814e-03 L^-3/2
fhat(i m) = 1.48511 L^3/2
  w / exponential law at r = 5 L: 1.08676
  w / exponential law at r = 10 L: 1.04305
  w / exponential law at r = 40 L: 1.01075
  w / exponential law at r = 80 L: 1.00537
Zero order at i m, generic profile: 1.0000
Zero order at i m, fhat(i m) = 0:   3.0000
Mean q^2 of profile: 11.00000 L^-2
Negative-energy weight of boosted packets:
  k =     0 L^-1: 3.23393e-01
  k =     1 L^-1: 2.89760e-01
  k =    10 L^-1: 1.81766e-02
  k =   100 L^-1: 1.83324e-04
  1/k^2 law at k = 100 L^-1: 1.83333e-04
```
